# Outer fringing capacitance of a gate sidewall from quarter-circle field lines

## What the parallel-plate formula leaves out

Take a transistor gate 25 nm long on a film of thickness 3 nm and relative permittivity 15. The parallel-plate formula gives a capacitance per unit gate width of

$$C_{\rm plate}=\frac{15\,\varepsilon_0\times 25}{3}=1.107\ \text{fF/µm}.$$

This number leaves out part of the charge that must be supplied when the gate switches, because the vertical sidewalls of the gate also hold charge. Their field lines pass through the spacer beside the gate and end on the source and drain. For a gate 40 nm tall, the simple estimate derived below adds about 19 % for the two sides together. It is a low estimate: a numerical solution of Laplace's equation for this gate gives about 25 % from the sidewalls, about 31 % when the top face and the edges of the bottom face are included, and more with a contact nearby. A thinner film and a taller gate both raise this outer fringing capacitance, and the formula must say how strongly.

Let $x$ run outward from one sidewall and $y$ upward from the source surface, treated as a conducting plane at potential 0. The gate is at potential $V$. Its sidewall lies at $x=0$ and runs from $y=t$ to $y=t+H$, where $t$ is the physical film thickness and $H$ the gate height. The spacer has relative permittivity $k$. All capacitances are per unit gate width and, unless stated otherwise, for one side. Charge on the bottom and top faces of the gate is not counted.

## Simple case: two planes at a right angle

Suppose first that the sidewall reaches down to the plane and is separated from it by a vanishingly small insulating gap. In polar coordinates about the meeting point, with $\theta$ measured from the plane, try

$$\phi=\frac{2V}{\pi}\,\theta .$$

It is 0 on the plane and $V$ on the wall at $\theta=\pi/2$. It does not depend on $r$ and is linear in $\theta$, so

$$\nabla^2\phi=\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial\phi}{\partial r}\right)+\frac1{r^2}\frac{\partial^2\phi}{\partial\theta^2}=0 .$$

The field has only an angular component, of magnitude

$$E=\frac1r\frac{\partial\phi}{\partial\theta}=\frac{2V}{\pi r}.$$

The field lines are therefore quarter circles. The same magnitude follows from dividing the voltage by the arc length $\pi r/2$.

## A wall of finite height above a film

Now keep these arcs for the real wall, using only radii $t\le r\le t+H$. This is the approximation: the wall's ends are assumed not to disturb the lines. The source must extend at least a distance $t+H$ from the wall to receive them.

A thin tube between $r$ and $r+dr$ has cross-section $dr$ per unit width and length $\pi r/2$, so its capacitance is

$$dC=\frac{k\varepsilon_0\,dr}{\pi r/2}=\frac{2k\varepsilon_0}{\pi}\frac{dr}{r}.$$

All tubes join the same two electrodes and therefore add in parallel:

$$C_{\rm arc}=\frac{2k\varepsilon_0}{\pi}\int_t^{t+H}\frac{dr}{r}
=\frac{2k\varepsilon_0}{\pi}\ln\left(1+\frac Ht\right).$$

The logarithm arises because each higher strip of wall has a longer path to the source. The two derivatives show what each dimension does:

$$\frac{\partial C_{\rm arc}}{\partial H}=\frac{2k\varepsilon_0}{\pi}\frac1{t+H},\qquad
\frac{\partial C_{\rm arc}}{\partial t}=-\frac{2k\varepsilon_0}{\pi}\frac{H}{t(t+H)} .$$

Extra height matters less as the gate grows. Extra film thickness at fixed $H$ removes the shortest arcs and adds an equal range of radii at the top. The long arcs gained carry less charge than the short ones lost, so the capacitance falls.

**Numbers.** With $k=7$, $H=40$ nm and $t=3$ nm, the prefactor is $2k\varepsilon_0/\pi=0.03946$ fF/µm and

$$C_{\rm arc}=0.03946\times\ln(14.33)=0.03946\times2.663=0.105\ \text{fF/µm},$$

or $1.05\times10^{-10}$ F/m. Two sides give 0.210 fF/µm, which is 19 % of $C_{\rm plate}$.

**Short-wall limit.** For $H\ll t$ the formula becomes $C_{\rm arc}\approx(2k\varepsilon_0/\pi)H/t$, as if a uniform field left the wall. A short wall consists mostly of two nearby corners, where charge crowds, so this limit is doubtful. An exact solution is needed to judge it.

## An exact solution for comparison

Let the gate extend far to the left, let its corners be sharp, let the grounded plane continue beneath it, and let the permittivity be $k$ everywhere. This problem can be solved by a conformal map from the upper half of a complex $w$ plane to the region outside the gate, with $z=x+iy$:

$$\frac{dz}{dw}=\frac{A\sqrt{(w+1)(w+p)}}{w},\qquad p>1 .$$

The phase of $dz$ along the real $w$ axis shows the shape of the boundary.

- For $w>0$, $dz/dw$ is real and positive. This is the horizontal plane. Follow the boundary with $w$ decreasing throughout: the plane is then traversed to the left.
- Near $w=0$, $dz\approx A\sqrt p\,dw/w$. On a small half circle $dw/w=i\,d\theta$, so passing from positive to negative $w$ raises $z$ by $i\pi A\sqrt p$. This must equal $it$, hence $A=t/(\pi\sqrt p)$.
- For $w=-u$ with $0<u<1$, both $dw=-du$ and the denominator are negative, so $dz=A\sqrt{(1-u)(p-u)}\,du/u$. This is the gate bottom, traversed to the right.
- For $1<u<p$, $\sqrt{w+1}=i\sqrt{u-1}$, so $dz=iA\sqrt{(u-1)(p-u)}\,du/u$. This is the sidewall, traversed upward.
- For $u>p$ there are two factors $i$, and $dz$ is negative. This is the gate top, traversed to the left.

The additive constant in $z$ places the lower corner at $z=it$. The boundary is traced once, so the map covers the region once.

The potential $\phi=(V/\pi)\arg w$ is the imaginary part of the analytic function $(V/\pi)\ln w$, and is therefore harmonic. It is 0 on the plane and $V$ on the gate. A conformal map keeps it harmonic, so it solves the problem in $z$ as well.

### Height of the wall

Integrating along the sidewall gives $H=A\,I(p)$, with

$$I(p)=\int_1^p\frac{\sqrt{(u-1)(p-u)}}{u}\,du .$$

Differentiate with respect to $p$. The integrand vanishes at the upper limit, so only the derivative under the integral remains:

$$\frac{dI}{dp}=\frac12\int_1^p\frac{u-1}{u\sqrt{(u-1)(p-u)}}du
=\frac12\left[\int_1^p\frac{du}{\sqrt{(u-1)(p-u)}}-\int_1^p\frac{du}{u\sqrt{(u-1)(p-u)}}\right].$$

In the first integral put $u=\frac{p+1}2-\frac{p-1}2\cos\alpha$. The root becomes $\frac{p-1}2\sin\alpha$ and $du=\frac{p-1}2\sin\alpha\,d\alpha$, so the integral is $\int_0^\pi d\alpha=\pi$. In the second put $u=p/v$. Then $du/u=-dv/v$ and the root becomes $\sqrt p\sqrt{(v-1)(p-v)}/v$, so the integral is the first one divided by $\sqrt p$, that is $\pi/\sqrt p$. Hence

$$\frac{dI}{dp}=\frac\pi2\left(1-\frac1{\sqrt p}\right),\qquad I(1)=0
\quad\Rightarrow\quad I=\frac\pi2(\sqrt p-1)^2 .$$

With $A=t/(\pi\sqrt p)$,

$$\frac Ht=\frac{(\sqrt p-1)^2}{2\sqrt p}=\frac12\left(\sqrt p+\frac1{\sqrt p}\right)-1=\cosh\left(\tfrac12\ln p\right)-1 .$$

### Charge on the wall

In the $w$ plane the field at $w=-u$ is $(1/u)\,\partial\phi/\partial\theta=V/(\pi u)$. The map stretches a boundary element and weakens the field by the same factor, so the product of field and length is unchanged. The sidewall charge is

$$Q=k\varepsilon_0\int_1^p\frac{V\,du}{\pi u}=\frac{k\varepsilon_0V}{\pi}\ln p .$$

Since $\frac12\ln p=\operatorname{arcosh}(1+H/t)$,

$$C_{\rm side}=\frac{2k\varepsilon_0}{\pi}\operatorname{arcosh}\left(1+\frac Ht\right).$$

## Testing the arc formula on two limits

**Tall gate.** With $s=1+H/t$, $\operatorname{arcosh}s=\ln(s+\sqrt{s^2-1})\to\ln s+\ln2$. The arc formula has the right logarithm but misses the constant $(2k\varepsilon_0/\pi)\ln2$. In the example,

$$C_{\rm side}=0.03946\times3.355=0.132\ \text{fF/µm},$$

which is 1.26 times $C_{\rm arc}$. A finite-difference solution of Laplace's equation, which makes no use of the map, gives 0.133 fF/µm.

With no other conductor beside the gate, changes with height are predicted much better than the total. The exact slope with respect to $H$ is the arc slope times $s/\sqrt{s^2-1}$, which is 1.002 at $s=14.33$. Doubling $H$ to 80 nm at fixed $t$ and $k$ adds $0.03946\ln(83/43)=0.02595$ fF/µm by the arc formula and 0.02598 fF/µm by the exact one. The finite-difference solution gives 0.02607 fF/µm.

**Short gate.** For small $q$, $\cosh q\approx1+q^2/2$, so $\operatorname{arcosh}(1+H/t)\approx\sqrt{2H/t}$. The arc formula gives $H/t$ instead, which is far too small. At $H=1.5$ nm and $t=3$ nm it gives 0.016 fF/µm, while the exact value is 0.038 fF/µm, and the finite-difference solution agrees with the latter. The quarter-circle formula should not be used when $H$ is comparable to $t$ or smaller.

## Why the circles work, and where they fail

Consider a very tall gate, $p\to\infty$. Along the wall, the substitution $u=1+a^2$ gives

$$y-t=\frac t\pi\int_1^u\frac{\sqrt{u'-1}}{u'}du'=\frac{2t}\pi\left(\sqrt{u-1}-\arctan\sqrt{u-1}\right).$$

For $u\gg1$ the arctangent tends to $\pi/2$ and contributes $-t$, which cancels the $-t$ on the left. Thus $y\approx(2t/\pi)\sqrt u$. For $1\ll|w|\ll p$ the map itself is $dz/dw\approx(t/\pi)w^{-1/2}$, and the wall result fixes its integration constant:

$$z\approx\frac{2t}\pi\sqrt w .$$

Field lines are curves of constant $|w|$, since they cross the lines of constant $\arg w$ at right angles. As $\arg w$ runs from 0 to $\pi$, $\arg z$ runs from 0 to $\pi/2$ at constant $|z|$. Far from both corners the lines are, to leading order, quarter circles about the foot of the wall, as assumed.

In the example, the line $|w|=\sqrt p$ leaves the wall at height 10.3 nm and lands 10.1 nm away. Its field at the wall is 5 % above the arc value. The end lines behave differently. The one from the lower corner lands at 1.0 nm instead of 3 nm, and the one from the upper corner at 63 nm instead of 43 nm.

The missing $\ln2$ can be divided between the corners. In units of $2k\varepsilon_0V/\pi$, the charge from the lower corner up to an intermediate height $y$ is

$$\tfrac12\ln u=\ln\frac{\pi y}{2t}=\ln\frac yt+\ln\frac\pi2 .$$

The arcs account for the first term. The total for a tall gate is $\ln[2(t+H)/t]$, so the charge above $y$ is

$$\ln\frac{2(t+H)}t-\ln\frac{\pi y}{2t}=\ln\frac{t+H}y+\ln\frac4\pi .$$

The lower corner therefore adds $\ln(\pi/2)=0.452$ and the upper one $\ln(4/\pi)=0.242$. Direct evaluation of the map at $p=10^8$, split at $u=10^4$, gives 0.4515 and 0.2416.

The upper corner adds charge even though its line is long. The wall field is the flux per unit $u$ divided by $dy/du$:

$$E=\frac{V}{\pi A\sqrt{(u-1)(p-u)}} ,$$

and this diverges at both sharp corners. Voltage divided by line length gives an average field along the line, not the field at its start.

## Physical thickness, not equivalent thickness

High-k films are often described by their equivalent oxide thickness, the thickness of an oxide with permittivity 3.9 that has the same parallel-plate capacitance. Here it is $3.9\times3/15=0.78$ nm. The arcs start at the physical edge of the gate, so the logarithm contains 3 nm.

Compare the two films at the same equivalent thickness, gate height and spacer. The arc formula gives 0.156 fF/µm for the 0.78 nm oxide and 0.105 fF/µm for the high-k film, a reduction of 33 %. Finite-difference solutions that include each film's own permittivity under the gate give 0.186 and 0.130 fF/µm, a reduction of 30 %. Under these conditions the thicker high-k film lowers the sidewall capacitance. The gain in total fringing charge is smaller, because the high-k film draws more extra charge to the edge of the gate bottom. For the 25 nm gate, counting all charge beyond the parallel-plate value, the reduction is about 22 %, and about 16 % with the contact plug described below.

## The model beside a real transistor

The parameters are rough typical values for a planar transistor with a TiN gate. A real stack usually has a thin oxide layer below the high-k film, which is omitted here, so the equivalent thickness of 0.78 nm is on the low side. In some processes the high-k film also coats the sidewall; that effect is not computed. The assumption that fails most seriously among those sized here is that no other conductor stands beside the gate. A wide grounded contact plug 20 nm away, reaching the height of the gate top, raises the sidewall capacitance from 0.130 to 0.184 fF/µm, or by 41 %, with the high-k film in place. A finite gate length of 25 nm, without the plug, raises it by 5 %, to about 0.136 fF/µm. These grid values shift by up to 0.001 fF/µm with the mesh.

A hand estimate shows why the plug matters. Arcs up to a radius of 20 nm give $0.03946\ln(20/3)=0.075$ fF/µm. The remaining 23 nm of wall faces the plug and gives about $7\varepsilon_0\times23/20=0.071$ fF/µm. The sum, 0.146 fF/µm, exceeds the unmodified arc result but remains below the computed 0.184 fF/µm, since it ignores corner crowding and the distortion of the lines between the two regions.

The plug also changes the effect of gate height. If gate and plug grow together, the added wall faces the plug, and each extra nanometre adds about $7\varepsilon_0/20=0.0031$ fF/µm per nm of height. The arc slope at $H=40$ nm is only $0.03946/43=0.0009$ in the same units, so the arc formula should not be used for the effect of height when a contact stands this close.

**Screening.** Neither electrode is a perfect conductor. A small potential $\varphi$ changes the electron density by $e\varphi\,\partial n/\partial\mu$, so Poisson's equation gives $\varphi''=\varphi/\lambda^2$ with $\lambda^2=k_s\varepsilon_0/(e^2\,\partial n/\partial\mu)$. The decaying solution drops a voltage $\lambda$ times the surface field, like a dielectric layer of thickness $\lambda$. Adding such layers in series with each arc replaces $r$ by $r+\delta$:

$$\frac{\pi r}{2k}+\frac{\lambda_s}{k_s}+\lambda_m=\frac{\pi}{2k}(r+\delta),\qquad
\delta=\frac{2k}\pi\left(\frac{\lambda_s}{k_s}+\lambda_m\right).$$

For a source with $10^{20}$ electrons per cm³ and $k_s=12$, Fermi–Dirac statistics at 300 K give $\lambda_s=0.60$ nm. A free-electron estimate for TiN, with $5\times10^{22}$ cm⁻³ and background permittivity 1, gives $\lambda_m=0.06$ nm. Then $\delta=0.49$ nm, and

$$C=\frac{2k\varepsilon_0}\pi\ln\frac{t+H+\delta}{t+\delta}=0.100\ \text{fF/µm},$$

which is 5 % below $C_{\rm arc}$. This is a small-signal estimate. At a full 0.8 V the same linear formula gives a band bending of about 0.05 V in the source where the shortest arc lands, close to the Fermi energy of 0.06 eV. Directly under the gate edge the field is stronger and the bending larger, so linear screening is then only a rough guide. The local formula for $\lambda_s$ is itself outside its safe range, because 0.60 nm is shorter than the inverse Fermi wavevector of about 1.3 nm per silicon valley. A self-consistent effective-mass solution for a silicon (100) surface, with the wavefunctions vanishing at the interface, gives about 1.15 nm. Then $\delta\approx0.7$ nm, the reduction is about 7 %, and the bending is about 0.09 V, above the Fermi energy.

**Field and leakage.** At 0.8 V the largest arc field is $2V/(\pi t)=1.7$ MV/cm. For uniform permittivity, the exact field 0.5 nm above the lower corner is 2.45 MV/cm, still below a rough spacer strength of 10 MV/cm. Closer to an ideally sharp corner the computed field grows without limit, so a local breakdown estimate needs the real corner radius. For tunnelling through the spacer, take a rough barrier of 2 eV, a mass of 0.5 electron masses and the shortest possible path, $t$. With the barrier falling linearly by the 0.8 V bias along the path, the semiclassical factor is $e^{-27.4}\approx10^{-12}$ (a flat barrier gives $e^{-30.7}$), so direct tunnelling through the spacer is neglected here. This says nothing about tunnelling through the gate film beside that path: a barrier of 1.5 eV and a mass of 0.2 would lower the exponent to about 14. Leakage through traps in the spacer is not estimated. The numerical output lists the remaining inputs.

## Computed values

```
Gate height H: 40 nm
Film thickness t: 3 nm
Film permittivity: 15
Spacer permittivity: 7
Gate length: 25 nm
Bias: 0.8 V
Temperature: 300 K
H/t: 13.33
ln(1+H/t): 2.663
arcosh(1+H/t): 3.355
Prefactor 2 k eps0/pi: 0.03946 fF/um
C_arc, one side: 0.1051 fF/um
C_arc, one side: 1.051e-10 F/m
C_side exact, uniform permittivity: 0.1324 fF/um
C_side Laplace grid, uniform: 0.1326 fF/um
Exact / arc: 1.26
Parallel-plate gate capacitance: 1.107 fF/um
Two sides C_arc / parallel plate: 19 %
Rise when H doubles, arc: 0.02595 fF/um
Rise when H doubles, Laplace grid: 0.02607 fF/um
Short gate height: 1.5 nm
Short gate, arc: 0.016 fF/um
Short gate, exact: 0.03797 fF/um
Short gate, Laplace grid: 0.03806 fF/um
Middle line: start height: 10.34 nm
Middle line: landing distance: 10.1 nm
Middle line: exact field / arc field: 1.049
Lower-corner line: landing distance: 1.019 nm
Upper-corner line: landing distance: 62.75 nm
Tall gate, lower-corner excess in log: 0.4515
Tall gate, upper-corner excess in log: 0.2416
EOT of film: 0.78 nm
Equal-EOT oxide film, arc: 0.1561 fF/um
Equal-EOT oxide film, Laplace grid: 0.186 fF/um
High-k film under gate, Laplace grid: 0.1302 fF/um
High-k film and finite gate length: 0.1365 fF/um
Contact plug distance: 20 nm
High-k film and contact plug: 0.1842 fF/um
Source electron density: 1e+20 cm^-3
Source permittivity: 12
Source density-of-states mass: 1.1 m_e
Source Fermi level above band edge / kT: 2.41
Source screening length: 0.603 nm
TiN electron density, rough: 5e+22 cm^-3
TiN screening length, free electrons: 0.0604 nm
Screening shift delta: 0.493 nm
C_arc with screening: 0.09951 fF/um
Largest arc field: 1.7 MV/cm
Probe height above lower corner: 0.5 nm
Exact field at probe: 2.45 MV/cm
Spacer breakdown strength, rough: 10 MV/cm
Tunnel barrier, rough: 2 eV
Tunnel mass, rough: 0.5 m_e
Tunnel exponent over distance t: 27.4
Tunnel factor exp(-exponent): 1.2e-12
```
